**One interstitial per ion: recombination and the exposure of a buried marker**

The program tests the claim that transient enhanced diffusion after implantation is normally driven by about one interstitial per ion, although each ion creates many Frenkel pairs. The exposures $X_I$ and $X_V$ are the time integrals of the interstitial and vacancy concentrations, each multiplied by its diffusivity; $\Phi$ is the dose and $R_p$ the mean ion depth. A random walk of individual atoms on a lattice asserts the site count, and depth-resolved rate equations are compared with the balance $X_I-X_V=\int\min(x,x')S(x')\,dx'$, where $S$ is the initial net excess, to within 0.5% of $\Phi R_p$. Further assertions cover the logarithmic pair contribution, slow clusters, displaced interstitial profiles, the case without recombination, and the broadening of a dopant marker. The output shows $X_I/(\Phi R_p)=1.0000$ at 300 nm for 50, 200 and 400 pairs per ion, and 201 when recombination is switched off for 200 pairs. A mean shift of 0.5 nm between interstitials and vacancies doubles the exposure, which marks a limit of the one-per-ion rule. The model is a one-dimensional mean field with round parameters and does not resolve separate cascades.

## Numerical verification

```python
"""Result under test: after ion implantation most Frenkel pairs recombine, and
transient enhanced diffusion is driven by about one interstitial per ion.

Symbols (lengths in nm):
  dose       implanted ions per area        pairs    Frenkel pairs per ion
  C_I, C_V   excess interstitial and vacancy concentrations
  clock      D_I * time, in nm^2            ratio    D_V / D_I
  X_I, X_V   exposures: D_I * integral C_I dt and D_V * integral C_V dt
Exact balance: X_I(x) - X_V(x) = integral min(x, x') S(x') dx', where S is the
initial interstitial density minus the initial vacancy density.
Uniform region: X_V = ratio/(1+ratio) * ln(1+pairs) / (4 pi capture_radius).
The surface is a perfect sink; the deep boundary reflects.
"""
import numpy as np
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded

dose = 0.2                 # nm^-2
range_p = 100.0            # nm, mean ion depth
straggle = 25.0            # nm
pairs_main = 200
capture_radius = 0.3       # nm
ratio = 0.1                # D_V / D_I
D_I = 1.0e6                # nm^2/s
cluster_capture = 100.0    # 1/s
cluster_release = 1.0      # 1/s
recoil_shift = 0.5         # nm
D_B = 5.0e-4               # nm^2/s, equilibrium dopant diffusivity
transport = 2.0e-5         # nm^-1 s^-1, D_I times equilibrium C_I
marker_depth = 300.0       # nm

step = 2.5
nodes = 240
depth = step * np.arange(1, nodes + 1)
at_peak = int(round(range_p / step)) - 1
at_marker = int(round(marker_depth / step)) - 1
clock = np.concatenate(([0.0], np.logspace(-2, np.log10(4e8), 400)))
rate_k = 4 * np.pi * capture_radius * (1 + ratio)   # recombination per clock


def gauss(x, centre):
    return (np.exp(-0.5 * ((x - centre) / straggle) ** 2)
            / (straggle * np.sqrt(2 * np.pi)))


def laplacian(c):
    padded = np.concatenate(([0.0], c, [c[-1]]))
    return (padded[2:] - 2 * c + padded[:-2]) / step ** 2


def anneal(pairs, shift=0.0, capture=0.0, release=0.0, k=rate_k):
    """Histories of C_I, C_V, clustered atoms, X_I, X_V: (node, kind, time)."""
    start = np.zeros((nodes, 5))
    start[:, 0] = dose * (gauss(depth, range_p)
                          + pairs * gauss(depth, range_p + shift))
    start[:, 1] = dose * pairs * gauss(depth, range_p)

    def rhs(_, flat):
        y = flat.reshape(nodes, 5)
        ci, cv, held = y[:, 0], y[:, 1], y[:, 2]
        loss = k * ci * cv
        trapping = capture * ci - release * held
        out = np.empty_like(y)
        out[:, 0] = laplacian(ci) - loss - trapping
        out[:, 1] = ratio * laplacian(cv) - loss
        out[:, 2] = trapping
        out[:, 3] = ci
        out[:, 4] = ratio * cv
        return out.ravel()

    sol = solve_ivp(rhs, (0.0, clock[-1]), start.ravel(), method="LSODA",
                    t_eval=clock, rtol=1e-8, atol=1e-12, lband=5, uband=5)
    assert sol.success, sol.message
    return sol.y.reshape(nodes, 5, -1)


def balance(x, pairs, shift):
    """Exposure difference from the initial profiles alone, by quadrature."""
    def integrand(z):
        net = gauss(z, range_p) + pairs * (gauss(z, range_p + shift)
                                           - gauss(z, range_p))
        return min(x, z) * dose * net
    cuts = sorted({x, range_p, range_p + 60.0, range_p - 60.0})
    return quad(integrand, 0.0, depth[-1], points=cuts, limit=200)[0]


# --- Site counting: atoms followed one by one on a periodic lattice ---------
EMPTY, HOST, DOPANT = 0, 1, 2


def lattice_anneal(ions, pairs, seed):
    rng = np.random.default_rng(seed)
    size = 16
    site = np.full(size ** 3, HOST)
    site[rng.choice(size ** 3, ions * pairs, replace=False)] = EMPTY
    site = site.reshape(size, size, size)
    kinds = [HOST] * (ions * pairs) + [DOPANT] * ions
    loose = [(kind, list(rng.integers(0, size, 3))) for kind in kinds]
    sweeps = 0
    while np.any(site == EMPTY):
        sweeps += 1
        assert sweeps < 20000
        remaining = []
        for kind, place in loose:
            axis = int(rng.integers(3))
            hop = 1 if rng.random() < 0.5 else -1
            place[axis] = (place[axis] + hop) % size
            here = tuple(place)
            if site[here] == EMPTY:
                site[here] = kind
                continue
            if (kind == DOPANT and site[here] == HOST
                    and rng.random() < 0.002):
                site[here] = DOPANT
                kind = HOST
            remaining.append((kind, place))
        loose = remaining
    host_loose = sum(kind == HOST for kind, _ in loose)
    return len(loose), host_loose, int(np.sum(site == DOPANT))


lattice_ions = 10
lattice_results = {}
for lattice_pairs in (5, 20):
    result = lattice_anneal(lattice_ions, lattice_pairs, 7 + lattice_pairs)
    lattice_results[lattice_pairs] = result
    assert result[0] == lattice_ions
    assert result[1] == result[2]

# --- Uniform region: logarithmic vacancy exposure ---------------------------
excess = dose * gauss(range_p, range_p)


def log_formula(pairs):
    return (ratio / (1 + ratio) * np.log(1 + pairs)
            / (4 * np.pi * capture_radius))


def uniform_rhs(_, y):
    loss = rate_k * y[0] * y[1]
    return [-loss, -loss, ratio * y[1]]


uniform = solve_ivp(uniform_rhs, (0, 40 / (rate_k * excess)),
                    [(pairs_main + 1) * excess, pairs_main * excess, 0.0],
                    method="LSODA", rtol=1e-10, atol=1e-14)
assert uniform.success
uniform_exposure = uniform.y[2, -1]
assert abs(uniform_exposure / log_formula(pairs_main) - 1) < 1e-4

# --- Depth-resolved anneals -------------------------------------------------
base = anneal(pairs_main)
few = anneal(50)
many = anneal(400)
shifted = anneal(pairs_main, shift=recoil_shift)
clustered = anneal(pairs_main, capture=cluster_capture / D_I,
                   release=cluster_release / D_I)
no_recombination = anneal(pairs_main, k=0.0)

unit = dose * range_p
worst = 0.0
for run, pairs, shift in ((base, pairs_main, 0.0), (few, 50, 0.0),
                          (many, 400, 0.0), (clustered, pairs_main, 0.0),
                          (shifted, pairs_main, recoil_shift)):
    for x in (50.0, range_p, marker_depth):
        i = int(round(x / step)) - 1
        simulated = run[i, 3, -1] - run[i, 4, -1]
        worst = max(worst, abs(simulated - balance(x, pairs, shift)) / unit)
assert worst < 5e-3, worst


def factor(run):
    return run[at_marker, 3, -1] / unit


def vacancies_to_surface(run):
    return run[0, 4, -1] / step / dose


assert abs(factor(base) - 1) < 0.03
assert abs(factor(many) - factor(few)) < 0.03
assert abs(factor(clustered) - factor(base)) < 0.03
shift_formula = 1 + pairs_main * recoil_shift / range_p
assert abs(factor(shifted) / shift_formula - 1) < 0.05
assert abs(factor(no_recombination) / (pairs_main + 1) - 1) < 0.01

# Late recombination stage: vacancies reduced to a tenth of the ion number.
total_I = step * base[:, 0, :].sum(axis=0) / dose
total_V = step * base[:, 1, :].sum(axis=0) / dose
late = int(np.argmax(total_V < 0.1))
assert late > 0 and 0.8 < total_I[late] < 1.2
recombined = 1 - (vacancies_to_surface(base) + total_V[-1]) / pairs_main
assert recombined > 0.99

# Pair contribution at the damage peak: local approximation, so diffusion
# over the finite profile width allows departures of some percent.
peak_terms = {50: few[at_peak, 4, -1], pairs_main: base[at_peak, 4, -1],
              400: many[at_peak, 4, -1]}
for pairs, value in peak_terms.items():
    assert abs(value / log_formula(pairs) - 1) < 0.15, (pairs, value)
growth = peak_terms[400] - peak_terms[50]
growth_formula = log_formula(400) - log_formula(50)
assert abs(growth / growth_formula - 1) < 0.10


def half_time(run):
    history = run[at_marker, 3, :]
    return np.interp(0.5 * history[-1], history, clock) / D_I


half_free, half_clustered = half_time(base), half_time(clustered)
assert half_clustered > 20 * half_free

# --- Buried dopant marker in the computed interstitial field ----------------
gain = D_B / transport
marker = np.exp(-0.5 * ((depth - marker_depth) / 10.0) ** 2)
marker /= marker.sum()


def variance(profile):
    weight = profile / profile.sum()
    mean = np.sum(weight * depth)
    return np.sum(weight * (depth - mean) ** 2)


variance_start = variance(marker)
for j in range(1, len(clock)):
    dose_step = gain * (base[:, 3, j] - base[:, 3, j - 1])
    link = 0.5 * (dose_step[1:] + dose_step[:-1]) / step ** 2
    bands = np.zeros((3, nodes))
    bands[0, 1:] = -link
    bands[2, :-1] = -link
    bands[1] = 1.0
    bands[1, :-1] += link
    bands[1, 1:] += link
    marker = solve_banded((1, 1), bands, marker)
added_variance = variance(marker) - variance_start
added_Dt = gain * base[at_marker, 3, -1]
assert abs(added_variance / (2 * added_Dt) - 1) < 0.05
naive_Dt = gain * no_recombination[at_marker, 3, -1]

# --- Numbers ----------------------------------------------------------------
print(f"dose: {dose:.2f} nm^-2 = {dose * 1e14:.1e} cm^-2")
print(f"mean ion depth, straggle: {range_p:.0f}, {straggle:.0f} nm")
print(f"Frenkel pairs per ion: {pairs_main}")
print(f"capture radius: {capture_radius:.2f} nm; D_V/D_I: {ratio:.2f}")
print(f"D_I: {D_I:.1e} nm^2/s")
print(f"peak vacancy density at start: {pairs_main * excess:.3f} nm^-3")
print(f"peak net excess at start: {excess:.5f} nm^-3")
print(f"depth of reflecting boundary: {depth[-1]:.0f} nm")
for pairs, (left, hosts, on_site) in lattice_results.items():
    print(f"lattice walk, {lattice_ions} ions, {pairs} pairs per ion: "
          f"{left} atoms left off sites")
    print(f"  host atoms off sites {hosts}, dopants on sites {on_site}")
print(f"fraction of vacancies recombined in bulk: {recombined:.5f}")
print(f"late stage time: {clock[late] / D_I:.2e} s")
print(f"  interstitials per ion then: {total_I[late]:.3f}")
print(f"  vacancies per ion then: {total_V[late]:.3f}")
print(f"dose times mean depth: {unit:.2f} nm^-1")
print(f"largest balance error / (dose*depth): {worst:.1e}")
print(f"marker depth: {marker_depth:.0f} nm")
print(f"exposure X_I at marker: {base[at_marker, 3, -1]:.3f} nm^-1")
for pairs, run in ((50, few), (pairs_main, base), (400, many)):
    print(f"exposure factor at marker, {pairs} pairs: {factor(run):.4f}")
print(f"uniform region X_V, integrated: {uniform_exposure:.5f} nm^-1")
for pairs, value in peak_terms.items():
    print(f"X_V at damage peak, {pairs} pairs: {value:.4f} nm^-1; "
          f"log formula: {log_formula(pairs):.4f} nm^-1")
print(f"cluster capture, release rates: {cluster_capture:.0f}, "
      f"{cluster_release:.0f} s^-1")
print(f"exposure factor with clusters: {factor(clustered):.4f}")
print(f"half-exposure time without clusters: {half_free:.3f} s")
print(f"half-exposure time with clusters: {half_clustered:.2f} s")
print(f"recoil shift: {recoil_shift:.2f} nm")
print(f"exposure factor with shift: {factor(shifted):.4f}; "
      f"formula: {shift_formula:.4f}")
print(f"vacancies lost to surface per ion, no shift: "
      f"{vacancies_to_surface(base):.4f}")
print(f"vacancies lost to surface per ion, shift: "
      f"{vacancies_to_surface(shifted):.4f}")
print(f"exposure factor without recombination: "
      f"{factor(no_recombination):.2f}")
print(f"dopant equilibrium diffusivity: {D_B:.1e} nm^2/s")
print(f"D_I times equilibrium C_I: {transport:.1e} nm^-1 s^-1")
print(f"added integral of D dt at marker: {added_Dt:.1f} nm^2")
print(f"marker variance added, transported: {added_variance:.1f} nm^2")
print(f"marker variance added, formula: {2 * added_Dt:.1f} nm^2")
print(f"broadening length sqrt(2Dt): {np.sqrt(2 * added_Dt):.1f} nm")
print(f"same length if all displaced atoms counted: "
      f"{np.sqrt(2 * naive_Dt):.1f} nm")
print("tests ok")
```

It prints:

```
dose: 0.20 nm^-2 = 2.0e+13 cm^-2
mean ion depth, straggle: 100, 25 nm
Frenkel pairs per ion: 200
capture radius: 0.30 nm; D_V/D_I: 0.10
D_I: 1.0e+06 nm^2/s
peak vacancy density at start: 0.638 nm^-3
peak net excess at start: 0.00319 nm^-3
depth of reflecting boundary: 600 nm
lattice walk, 10 ions, 5 pairs per ion: 10 atoms left off sites
  host atoms off sites 10, dopants on sites 10
lattice walk, 10 ions, 20 pairs per ion: 10 atoms left off sites
  host atoms off sites 10, dopants on sites 10
fraction of vacancies recombined in bulk: 0.99987
late stage time: 7.75e-04 s
  interstitials per ion then: 0.949
  vacancies per ion then: 0.095
dose times mean depth: 20.00 nm^-1
largest balance error / (dose*depth): 8.3e-05
marker depth: 300 nm
exposure X_I at marker: 20.000 nm^-1
exposure factor at marker, 50 pairs: 1.0000
exposure factor at marker, 200 pairs: 1.0000
exposure factor at marker, 400 pairs: 1.0000
uniform region X_V, integrated: 0.12789 nm^-1
X_V at damage peak, 50 pairs: 0.0998 nm^-1; log formula: 0.0948 nm^-1
X_V at damage peak, 200 pairs: 0.1331 nm^-1; log formula: 0.1279 nm^-1
X_V at damage peak, 400 pairs: 0.1499 nm^-1; log formula: 0.1445 nm^-1
cluster capture, release rates: 100, 1 s^-1
exposure factor with clusters: 1.0000
half-exposure time without clusters: 0.083 s
half-exposure time with clusters: 8.26 s
recoil shift: 0.50 nm
exposure factor with shift: 2.0000; formula: 2.0000
vacancies lost to surface per ion, no shift: 0.0267
vacancies lost to surface per ion, shift: 0.1234
exposure factor without recombination: 201.00
dopant equilibrium diffusivity: 5.0e-04 nm^2/s
D_I times equilibrium C_I: 2.0e-05 nm^-1 s^-1
added integral of D dt at marker: 500.0 nm^2
marker variance added, transported: 993.5 nm^2
marker variance added, formula: 1000.0 nm^2
broadening length sqrt(2Dt): 31.6 nm
same length if all displaced atoms counted: 448.3 nm
tests ok
```
